# Thermal diffusion of a rigid massless skyrmion and its low-damping limit

## Form of the answer

A rigid, massless skyrmion in a uniform film is described by three constants: the thermal energy $k_BT$, a friction constant $\Gamma$ and a gyrotropic constant $G$. The last two multiply a velocity to give a force, so both are in kg/s. A diffusion coefficient is in m²/s, which is J/(kg/s). Hence, for $G\neq0$,

$$D_R=\frac{k_BT}{|G|}\,f\!\left(\frac{\Gamma}{|G|}\right).$$

An axially symmetric texture has no preferred direction in the plane, so one number $D_R$ suffices. Reflecting one coordinate axis reverses the sign of $G$ but leaves the mean square displacement unchanged, so $D_R$ is even in $G$. Neither argument determines $f$. The derivation below gives $f(x)=x/(1+x^2)$, that is

$$\boxed{D_R=\frac{k_BT\,\Gamma}{G^2+\Gamma^2}},\qquad \langle|\Delta\mathbf R|^2\rangle=4D_Rt .$$

Since $\Gamma$ is proportional to the Gilbert damping $\alpha$, $D_R$ vanishes as $\alpha\to0$ at fixed temperature and texture, provided $G\neq0$.

## Equation of motion and thermal field

Let $\mathbf m$ be the unit magnetization, $M_s$ the saturation magnetization, $\gamma>0$ the gyromagnetic ratio and $E$ the energy. The effective field is $\mathbf B=-M_s^{-1}\delta E/\delta\mathbf m$, and $\mathbf b$ is the thermal field:

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf B+\mathbf b)+\alpha\,\mathbf m\times\dot{\mathbf m}.\tag{1}$$

White noise is read in the Stratonovich sense, so the ordinary chain rule holds and $|\mathbf m|=1$ is preserved.

The strength of $\mathbf b$ follows from equilibrium. Take one cell of volume $v$ and moment $\mu=M_sv$, with $\langle b_ib_j\rangle=2\Lambda\delta_{ij}\delta(t-t')$. Crossing (1) with $\mathbf m$, using $\mathbf m\times(\mathbf m\times\mathbf a)=-\mathbf a_\perp$ (the part of $\mathbf a$ normal to $\mathbf m$, with reversed sign) and $\mathbf m\cdot\dot{\mathbf m}=0$, gives

$$\mathbf m\times\dot{\mathbf m}=\gamma(\mathbf B+\mathbf b)_\perp-\alpha\dot{\mathbf m}.\tag{2}$$

Putting (2) back into (1) gives the explicit form

$$\dot{\mathbf m}=\frac{\gamma}{1+\alpha^2}\left[\alpha(\mathbf B+\mathbf b)_\perp-\mathbf m\times(\mathbf B+\mathbf b)\right].$$

The two noise terms are perpendicular, with lengths in the ratio $\alpha:1$. The random velocity is therefore $\mathbf b_\perp$ rotated and multiplied by $\gamma/\sqrt{1+\alpha^2}$. This noise is rotationally invariant, and a sphere has no rotationally invariant tangent vector field that could act as an extra drift. The noise thus gives plain diffusion on the sphere, with coefficient $\Lambda\gamma^2/(1+\alpha^2)$.

For $P\propto e^{-E/k_BT}$, the relation $\mathbf B_\perp=-\mu^{-1}\nabla E$ gives $\nabla P=P\mu\mathbf B_\perp/k_BT$. The precession current runs along lines of constant $E$ and has no divergence. The damping current cancels the diffusion current if

$$\frac{\gamma\alpha}{1+\alpha^2}=\frac{\Lambda\gamma^2}{1+\alpha^2}\frac{\mu}{k_BT}\quad\Rightarrow\quad\Lambda=\frac{\alpha k_BT}{\gamma M_sv}.$$

For independent cells, $1/v$ becomes a spatial delta function:

$$\langle b_i(\mathbf r,t)b_j(\mathbf r',t')\rangle=\frac{2\alpha k_BT}{\gamma M_s}\,\delta_{ij}\,\delta(\mathbf r-\mathbf r')\,\delta(t-t').\tag{3}$$

A direct simulation of independent moments with $\mu B/k_BT=2$ and $\alpha=0.5$ gave $\langle m_z\rangle=0.5386$. The Boltzmann value is $\coth2-1/2=0.5373$.

## Projection on translation

The rigid assumption is $\mathbf m(\mathbf r,t)=\mathbf m_0(\mathbf r-\mathbf R(t))$, uniform through the film thickness $t_f$. With $\mathbf V=\dot{\mathbf R}$, it gives $\dot{\mathbf m}=-V_j\partial_j\mathbf m$, with summation over $j=x,y$. A random field also excites deformations, so this form cannot satisfy (1) at every point. The approximation keeps only the projection of the equivalent field balance (2) on the translation modes $\partial_i\mathbf m$.

Rearrange (2) as $(\mathbf B+\mathbf b)_\perp=(\mathbf m\times\dot{\mathbf m}+\alpha\dot{\mathbf m})/\gamma$, take the scalar product with $-M_s\partial_i\mathbf m$ and integrate over the film. Since $\partial_i\mathbf m\perp\mathbf m$, the subscript $\perp$ may be dropped:

$$-M_s\!\int(\mathbf B+\mathbf b)\cdot\partial_i\mathbf m\,dV=\frac{M_st_f}{\gamma}V_j\!\int\left[\partial_i\mathbf m\cdot(\mathbf m\times\partial_j\mathbf m)+\alpha\,\partial_i\mathbf m\cdot\partial_j\mathbf m\right]d^2r.\tag{4}$$

On the left, $\partial\mathbf m/\partial R_i=-\partial_i\mathbf m$, so

$$-M_s\!\int\mathbf B\cdot\partial_i\mathbf m\,dV=\int\frac{\delta E}{\delta\mathbf m}\cdot\partial_i\mathbf m\,dV=-\frac{\partial E}{\partial R_i}=F_i .$$

The noise term is a random force, $\xi_i=-M_s\int\mathbf b\cdot\partial_i\mathbf m\,dV$.

On the right, define

$$Q=\frac1{4\pi}\int\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,d^2r,\qquad d=\frac12\int\left(|\partial_x\mathbf m|^2+|\partial_y\mathbf m|^2\right)d^2r.$$

A cyclic permutation gives $\partial_i\mathbf m\cdot(\mathbf m\times\partial_j\mathbf m)=-\mathbf m\cdot(\partial_i\mathbf m\times\partial_j\mathbf m)$. Its integral is $-4\pi Q$ for $(i,j)=(x,y)$, $+4\pi Q$ for $(y,x)$ and zero for $i=j$. Axial symmetry gives $\int\partial_i\mathbf m\cdot\partial_j\mathbf m\,d^2r=d\,\delta_{ij}$. Equation (4) becomes the stochastic Thiele equation

$$G\,\hat{\mathbf z}\times\mathbf V+\Gamma\mathbf V=\mathbf F+\boldsymbol\xi,\qquad G=\frac{4\pi QM_st_f}{\gamma},\qquad \Gamma=\frac{\alpha M_st_fd}{\gamma}.\tag{5}$$

The covariance of the force follows from (3):

$$\langle\xi_i\xi_j\rangle=M_s^2\,\frac{2\alpha k_BT}{\gamma M_s}\,t_f\,d\,\delta_{ij}\delta(t-t')=2k_BT\,\Gamma\,\delta_{ij}\delta(t-t').\tag{6}$$

The gyrotropic constant does not enter the noise, because the gyrotropic force does no work.

## Absence of a hidden drift

The force $\boldsymbol\xi$ samples the field at the current position of the skyrmion, so the Stratonovich rule could add a mean drift. Write (5) without $\mathbf F$ as $V_i=(A^{-1})_{ia}\xi_a(\mathbf R,t)$, with $A$ given in (7). The drift is half the correlation between the displacement and the change of $\xi_a$ it causes. Since $\partial\xi_a/\partial R_k=M_s\int\mathbf b\cdot\partial_k\partial_a\mathbf m\,dV$,

$$\text{drift}_i=-\frac{\alpha k_BTM_st_f}{\gamma}(A^{-1})_{ia}(A^{-1})_{kb}T_{kab},\qquad T_{kab}=\int\partial_k\partial_a\mathbf m\cdot\partial_b\mathbf m\,d^2r.$$

$T$ is symmetric in its first two indices. Integration by parts, with a uniform magnetization far away, makes it antisymmetric in its last two. Alternating these exchanges,

$$T_{kab}=-T_{kba}=-T_{bka}=T_{bak}=T_{abk}=-T_{akb}=-T_{kab},$$

so $T=0$ and there is no drift. The covariance (6) does not depend on $\mathbf R$, so the free motion is a Brownian motion with constant coefficients.

## Diffusion coefficient

In components, (5) reads $A\mathbf V=\mathbf F+\boldsymbol\xi$ with

$$A=\begin{pmatrix}\Gamma&-G\\G&\Gamma\end{pmatrix},\qquad A^{-1}=\frac1{G^2+\Gamma^2}\begin{pmatrix}\Gamma&G\\-G&\Gamma\end{pmatrix}.\tag{7}$$

Set $\mathbf F=0$. The displacement is $A^{-1}\int_0^t\boldsymbol\xi\,dt'$. Because $AA^{\mathsf T}=(G^2+\Gamma^2)\mathbf 1$, its covariance is

$$\langle\Delta R_i\Delta R_j\rangle=2k_BT\,\Gamma t\,(A^{-1}A^{-\mathsf T})_{ij}=\frac{2k_BT\,\Gamma}{G^2+\Gamma^2}\,t\,\delta_{ij}=2D_Rt\,\delta_{ij}.$$

This is the boxed result. It also equals $k_BT$ times the symmetric part of the mobility $A^{-1}$, which is the Einstein relation.

A trap $\mathbf F=-\kappa\mathbf R$ confirms the noise strength. For a covariance $s\,\mathbf 1$,

$$\dot s\,\mathbf 1=-\kappa s(A^{-1}+A^{-\mathsf T})+2k_BT\,\Gamma A^{-1}A^{-\mathsf T}=\frac{2\Gamma(k_BT-\kappa s)}{G^2+\Gamma^2}\,\mathbf 1.$$

The stationary value $s=k_BT/\kappa$ is equipartition, whatever $G$ is. The gyrotropic term changes how fast equilibrium is reached and leaves the equilibrium itself alone.

**Implementation.** With two independent standard normal numbers $N_x,N_y$ per step, set $w_i=F_i\Delta t+\sqrt{2k_BT\,\Gamma\Delta t}\,N_i$ and

$$\Delta X=\frac{\Gamma w_x+Gw_y}{G^2+\Gamma^2},\qquad \Delta Y=\frac{\Gamma w_y-Gw_x}{G^2+\Gamma^2}.$$

Without a force this has the correct statistics for any $\Delta t$. With a force, a small change of $\mathbf F$ per step is not enough when damping is low. In a trap $\mathbf F=-\kappa\mathbf R$ this step gives a stationary variance too large by the factor $1/(1-\kappa\Delta t/2\Gamma)$, and it diverges for $\kappa\Delta t\ge2\Gamma$. One therefore needs $\kappa\Delta t\ll2\Gamma$, a condition that tightens as damping falls.

## Limits, and what makes diffusion vanish

For $\Gamma\ll|G|$,

$$D_R\simeq\frac{k_BT\,\Gamma}{G^2}=\frac{k_BT\gamma d}{(4\pi Q)^2M_st_f}\,\alpha\;\longrightarrow\;0 .$$

For $G=0$, a texture with $Q=0$, the same formula gives $D_R=k_BT/\Gamma$, which diverges as $\alpha\to0$.

Two facts act together. The gyrotropic term keeps the response to a force finite, with mobility $1/|G|$ at zero damping. The thermal noise weakens in proportion to $\alpha$. Without the first, the response grows as $1/\alpha$ and outweighs the weaker noise. Without the second, diffusion survives: for noise of fixed strength, $\langle\xi_i\xi_j\rangle=S\delta_{ij}\delta(t-t')$, the same inversion gives $S/[2(G^2+\Gamma^2)]\to S/(2G^2)$. A non-thermal source, such as a fluctuating drive, can therefore move a skyrmion at arbitrarily low damping.

Between the limits there is a maximum. Setting $\partial D_R/\partial\Gamma\propto G^2-\Gamma^2=0$ gives $\Gamma=|G|$ and $D_R=k_BT/(2|G|)$. In terms of $\alpha$ this lies at $4\pi|Q|/d$. Since

$$|\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)|\le|\partial_x\mathbf m||\partial_y\mathbf m|\le\tfrac12\left(|\partial_x\mathbf m|^2+|\partial_y\mathbf m|^2\right),$$

integration gives $d\ge4\pi|Q|$, so the maximum lies at $\alpha\le1$.

A constant mass $M$ does not change the long-time result. Integrating $M\dot{\mathbf V}+A\mathbf V=\boldsymbol\xi$ over time gives

$$A\,\Delta\mathbf R=\int_0^t\boldsymbol\xi\,dt'-M[\mathbf V(t)-\mathbf V(0)].$$

The last term has bounded variance, while that of the integral grows as $t$. The massless $D_R$ is recovered for $t\gg M/\Gamma$, a time that lengthens as damping falls.

Rigidity is the more serious restriction. Suppose that deformation or magnon scattering adds an isotropic, memoryless friction $\Gamma_x$ with its own thermal noise. Then $\Gamma$ is replaced by $\Gamma+\Gamma_x$, and the limit $\alpha\to0$ becomes $k_BT\,\Gamma_x/(G^2+\Gamma_x^2)$. The vanishing of $D_R$ is a property of the rigid model, useful while $\Gamma_x\ll\Gamma$. The size of $\Gamma_x$ is not calculated here.

## Example: an ultrathin cobalt film

The parameters are rough typical values for 1 nm of Co on a heavy metal at 300 K: $M_s=1000$ kA/m, exchange stiffness $A_{ex}=12$ pJ/m, effective anisotropy $K=0.37$ MJ/m³ (thin-film demagnetization included as a local term; the nonlocal remainder is estimated in the last section), interfacial Dzyaloshinskii–Moriya constant $D_i=2.2$ mJ/m², $\alpha=0.1$ and no applied field. With polar angle $\theta(r)$, the energy is

$$E=2\pi t_f\!\int\!\left[A_{ex}\!\left(\theta'^2+\frac{\sin^2\theta}{r^2}\right)+K\sin^2\theta+D_i\!\left(\theta'+\frac{\sin\theta\cos\theta}{r}\right)\right]r\,dr .$$

Minimizing it with $\theta=2\arctan[\sinh(r_s/w)/\sinh(r/w)]$ gives a radius $r_s=9.3$ nm and a width $w=4.9$ nm. The magnetization points down at the centre and up outside, so $Q=-1$. The shape factor is

$$d=\pi\int\left(\theta'^2+\frac{\sin^2\theta}{r^2}\right)r\,dr=16.50,$$

against 16.49 from the full radial equation. Then

$$G=-\frac{4\pi(10^6)(10^{-9})}{1.761\times10^{11}}=-7.14\times10^{-14}\ \text{kg/s},$$

$$\Gamma=\frac{0.1\,(10^6)(10^{-9})(16.50)}{1.761\times10^{11}}=9.37\times10^{-15}\ \text{kg/s},$$

$$D_R=\frac{(4.142\times10^{-21})(9.37\times10^{-15})}{(7.14\times10^{-14})^2+(9.37\times10^{-15})^2}\approx7.5\times10^{-9}\ \text{m}^2/\text{s}.$$

This is 7500 µm²/s, or $7.5\times10^{-5}$ cm²/s. An rms displacement of 100 nm takes $(100\ \text{nm})^2/4D_R=0.33$ µs. As a test of the route from (3) to $D_R$, 6000 random field patterns were drawn cell by cell on the computed texture and converted to displacements. They gave 7491 µm²/s against 7490 from the formula; the expected sampling error is about 1.3%, so the closer agreement is chance.

With the texture and temperature held fixed, lowering $\alpha$ from 0.1 to 0.01 reduces $D_R$ from 7490 to 762 µm²/s, nearly in proportion. With $G$ set to zero it would rise from $4.4\times10^5$ to $4.4\times10^6$ µm²/s. At $\alpha=0.1$ the gyrotropic term lowers $D_R$ by the factor $1+(G/\Gamma)^2=59$. The maximum, about 29,000 µm²/s, lies at $\alpha=0.76$, so in this model less damping means less thermal wandering throughout the range below that value.

## Use for real films

Damping near 0.1 is reasonable for Co next to a heavy metal, but a radius of 9 nm is small beside the tens to hundreds of nanometres of many room-temperature skyrmions. If $n$ identical layers move together as one rigid texture, $G$ and $\Gamma$ both grow as $n$ and $D_R$ falls as $1/n$: ten layers with the texture of the single film would give about 750 µm²/s. The stray fields of the layers add, however, and favour a larger skyrmion, so a real stack needs its own profile and its own $d$. Uniformity is easily broken. An assumed 2% spread of the uniaxial anisotropy between independent square grains 10 nm wide gives an rms pinning energy of $0.82\,k_BT$. This is comparable with $k_BT$, so the free formula then gives a reference value and not a quantitative prediction. Neither the size nor the direction of the change in $D_R$ is settled here: trapping in energy minima slows diffusion, while the gyrotropic term also drives the skyrmion along contours of the pinning energy, which can speed it up. A 5% spread raises the energy to about $2\,k_BT$.

Other estimates for this film:

- **Size fluctuations.** In a harmonic estimate the radius fluctuates by 1.9 nm rms. Recomputing $d$ at one rms deviation either way moves $D_R$ between about 7000 and 8000 µm²/s, or 7%. This leaves out any friction caused by the deformation.
- **Stray field.** The local demagnetization term omits the nonlocal part of the magnetostatic energy. Including that part in the same two-parameter minimization enlarges the radius to about 13.5 nm and $d$ to about 20. This raises $D_R$ to about 9100 µm²/s, or by 21%, and the continuum collapse barrier from 27 to about $29\,k_BT$. It also opens a second way out at zero field: within the circular trial profile the energy passes a maximum about $27\,k_BT$ above the minimum near a radius of 110 nm and drops below the minimum beyond about 230 nm. The skyrmion is therefore only metastable against expanding into a domain, over a barrier no higher than that for collapse; non-circular expansion is not examined. The other numbers given for this film use the local term only.
- **Lifetime.** The continuum barrier to collapse is $27\,k_BT$; a lattice lowers it. Shrinking the trial profile on a square lattice of 0.25 nm spacing, with the local energy terms, and nearest-neighbour differences, gives a barrier of about $19\,k_BT$ at a core radius near 0.5 nm; relaxing the spins at fixed core size changes this by about $0.1\,k_BT$. With an assumed attempt time of 7.7 ps, the inverse angular frequency of the magnon gap, the continuum barrier would give a lifetime of a few seconds and the lattice value only about a millisecond. The true prefactor is not calculated.
- **Classical noise and short times.** The gap energy is $0.003\,k_BT$, so modes near the gap are classical. The rigid massless description needs much longer times than the 7.7 ps set by the gap. The lowest internal mode of the skyrmion, near 5 GHz, takes about 0.15 ns to decay at $\alpha=0.1$, and longer at lower damping. The description is meant for times well above this decay time; in 0.15 ns the formula gives an rms displacement of about 2 nm.

The numerical output lists the remaining values of $D_R$ against $\alpha$.

## Computed values

```
INPUTS (rough values, Co film on heavy metal)
temperature                     300 K
saturation magnetization        1000 kA/m
film thickness                  1.0 nm
exchange stiffness              12.0 pJ/m
effective anisotropy            0.37 MJ/m3
interfacial DMI                 2.2 mJ/m2
Gilbert damping                 0.10
gyromagnetic ratio              1.7609e+11 1/(s T)
thermal energy kT               4.1419e-21 J
PROFILE
radius (trial)                  9.33 nm
wall width parameter (trial)    4.87 nm
radius (full radial equation)   9.34 nm
charge Q (2D sum)               -1.0000
shape factor d (trial)          16.497
shape factor d (full equation)  16.494
d/(4 pi)                        1.3128
DIFFUSION
gyrotropic constant G           -7.1365e-14 kg/s
friction alpha*D                9.3685e-15 kg/s
friction/|G|                    0.1313
D_R                             7490 um2/s
D_R                             7.490e-05 cm2/s
D_R from sampled random fields  7491 um2/s
time for 100 nm rms             0.334 us
damping at maximum D_R          0.762
maximum D_R                     29019 um2/s
alpha    D_R (um2/s)    same with G=0 (um2/s)
0.300    19788.2        1.474e+05
0.100    7490.0         4.421e+05
0.030    2282.2         1.474e+06
0.010    761.8          4.421e+06
0.003    228.6          1.474e+07
0.001    76.2           4.421e+07
CHECK VALUES
macrospin mean mz, simulated    0.5386
macrospin mean mz, Boltzmann    0.5373
drift integral, relative size   2.5e-13
NEGLECTED EFFECTS
thermal rms change of radius    1.85 nm
D_R at radius + rms             8027 um2/s
D_R at radius - rms             6989 um2/s
assumed anisotropy spread       2 %
assumed grain size              10 nm
rms pinning energy              0.82 kT
continuum collapse barrier      26.8 kT
magnon gap frequency            20.7 GHz
gap energy / kT                 3.32e-03
inverse gap (angular)           7.67 ps
rms displacement in that time   0.48 nm
```
